\section*{Fastest ripple wavelengths on a stressed solid under two transport processes}

\section{What the neutral wavelength does not tell}

A periodic simulation cell one neutral wavelength long shows no linear growth of a ripple on a stressed surface. Its longest ripple is neutral, and its shorter harmonics decay. Reading stress from a measured ripple spacing goes wrong in a related way. If the spacing is taken as neutral when it is the fastest-growing one, the inferred stress is too small by 13\% for surface diffusion and by 29\% for evaporation--condensation. Both errors are avoided by keeping apart two wavelengths: the neutral one, fixed by energy, and the fastest one, which also depends on how atoms move.

\section{Model and conventions}

The solid fills $z<h(x,t)$ and is deep, isotropic and linearly elastic. Tension is positive. The flat state has uniform stresses $\sigma_{xx}=s$ and $\sigma_{yy}=s_y$, with $\sigma_{zz}=0$ and no shear. The ripple is
\begin{equation}
h=a\cos kx,\qquad ak\ll1,
\end{equation}
and is uniform along $y$, so it adds no strain $\varepsilon_{yy}$. Young's modulus is $E$, Poisson's ratio is $\nu$, and $M=E/(1-\nu^2)$. The surface energy per area, $\gamma$, is independent of direction and strain. Mobilities are constant, and elastic equilibrium is reached much faster than the shape changes. Wetting forces, gravity and plastic flow are left out.

A coherent film on a substrate with the same elastic constants obeys the same equations if the ripple stays inside the film. The misfit sets the initial film stress, while the added displacement sees one uniform elastic body. The formulas hold in any consistent units, including atomic units, with $k_BT$ kept as an energy.

\section{Elastic response of the ripple}

The surface normal is proportional to $(-h',1)$. Zero traction on the true surface requires
\begin{align}
\sigma_{xz}-h'\sigma_{xx}&=0, & \sigma_{zz}-h'\sigma_{xz}&=0 .
\end{align}
The initial stress is uniform and the added stress is already of order $a$. Moving these conditions from $z=h$ to $z=0$ therefore changes them only at order $a^2$. To first order,
\begin{equation}
\sigma_{xz}(x,0)=sh'=-ska\sin kx,\qquad \sigma_{zz}(x,0)=0. \label{bc}
\end{equation}

Write the added stresses through an Airy function $\phi$:
\begin{equation}
\delta\sigma_{xx}=\phi_{zz},\quad \delta\sigma_{zz}=\phi_{xx},\quad \delta\sigma_{xz}=-\phi_{xz}.
\end{equation}
Force balance then holds identically, and compatibility of the strains in an isotropic solid requires $\nabla^4\phi=0$. The solutions that decay into the solid are
\begin{equation}
\phi=(A+Bz)e^{kz}\cos kx .
\end{equation}
Indeed $\nabla^2\phi=2kBe^{kz}\cos kx$, whose Laplacian vanishes. At the surface $\delta\sigma_{zz}=-k^2A\cos kx$, so $A=0$. The other two stresses become
\begin{align}
\delta\sigma_{xz}&=kB(1+kz)e^{kz}\sin kx,\\
\delta\sigma_{xx}&=B(2k+k^2z)e^{kz}\cos kx .
\end{align}
Condition (\ref{bc}) gives $kB=-ska$, hence $B=-sa$ and
\begin{equation}
\delta\sigma_{xx}(x,0)=-2ska\cos kx. \label{stress}
\end{equation}
For either sign of $s$, the stress magnitude falls at crests and rises in troughs.

Since $\delta\varepsilon_{yy}=0$ and $\delta\sigma_{zz}=0$ at the surface, Hooke's law gives $\delta\sigma_{yy}=\nu\,\delta\sigma_{xx}$ and
\begin{equation}
\delta\varepsilon_{xx}=\frac{\delta\sigma_{xx}-\nu\,\delta\sigma_{yy}}{E}
=\frac{1-\nu^2}{E}\delta\sigma_{xx}=\frac{\delta\sigma_{xx}}{M}.
\end{equation}
The first-order change of the elastic energy density $w$ is the initial stress times the added strain. The $yy$ term vanishes because its strain change is zero, and the $zz$ term because its initial stress is zero:
\begin{equation}
\delta w=s\,\delta\varepsilon_{xx}=-\frac{2s^2k}{M}a\cos kx. \label{dw}
\end{equation}
Thus $s_y$ does not enter for a ripple whose wavevector lies along $x$.

\section{Chemical potential and neutral wavelength}

Per unit length along $y$, the energy is
\begin{equation}
F=\int dx\int_{-\infty}^{h}w\,dz+\gamma\int\sqrt{1+h'^2}\,dx ,
\end{equation}
measured relative to the flat state. Let the surface move by $\delta h$. The elastic displacement also readjusts, but this costs no energy at first order: the body is in equilibrium, its surface is free of traction, and the lateral period is fixed. What remains is
\begin{align}
\delta F&=\int w\,\delta h\,dx+\gamma\int\frac{h'}{\sqrt{1+h'^2}}\,\delta h'\,dx\\
&=\int(w+\gamma\kappa)\,\delta h\,dx,\qquad
\kappa=-\frac{d}{dx}\frac{h'}{\sqrt{1+h'^2}},
\end{align}
after integration by parts over a period. An atom of volume $\Omega$ therefore has chemical potential $\mu=\Omega(w+\gamma\kappa)$. To first order $\kappa=-h''=k^2a\cos kx$. With (\ref{dw}),
\begin{align}
\delta\mu&=\Omega\left(\gamma k^2-\frac{2s^2k}{M}\right)a\cos kx
=\Omega\gamma k(k-k_c)\,a\cos kx, \label{mu}\\
k_c&=\frac{2s^2}{M\gamma},\qquad
\lambda_c=\frac{2\pi}{k_c}=\frac{\pi M\gamma}{s^2}. \label{neutral}
\end{align}

The energy change $f$ per projected area follows by growing the ripple from zero. Since $\langle\cos^2kx\rangle=1/2$,
\begin{equation}
\frac{df}{da}=\tfrac12\gamma k(k-k_c)a,\qquad
f=\tfrac14\gamma k(k-k_c)a^2 .
\end{equation}
Ripples longer than $\lambda_c$ lower the energy. Without stress $k_c=0$, and every ripple decays.

\section{Growth by the two processes}

\subsection{Surface diffusion}

Let $D$ be the mass-transport diffusivity per surface site and $n$ the site density. The atom current along the surface is $J=-(Dn/k_BT)\,\partial_x\mu$, where arc length may be replaced by $x$ at this order. Conservation of atoms gives
\begin{equation}
h_t=-\Omega\,\partial_xJ=\frac{Dn\Omega}{k_BT}\,\partial_x^2\mu .
\end{equation}
The two derivatives multiply (\ref{mu}) by $-k^2$, so
\begin{equation}
\frac{\dot a}{a}=G_d(k)=C\gamma k^3(k_c-k),\qquad
C=\frac{Dn\Omega^2}{k_BT}. \label{gd}
\end{equation}

\subsection{Evaporation--condensation}

Let $R$ be the equilibrium evaporation flux of the flat stressed surface and $I$ a uniform arriving flux. Attachment at the surface, not transport through the vapour, limits the exchange. For $|\delta\mu|\ll k_BT$,
\begin{equation}
h_t=\Omega\left(I-Re^{\delta\mu/k_BT}\right)
\simeq\Omega(I-R)-\frac{\Omega R}{k_BT}\,\delta\mu .
\end{equation}
The first term moves the mean surface and leaves the ripple amplitude unchanged. The second gives
\begin{equation}
\frac{\dot a}{a}=G_e(k)=K\gamma k(k_c-k),\qquad
K=\frac{R\Omega^2}{k_BT}. \label{ge}
\end{equation}

\subsection{The two maxima}

Differentiation gives
\begin{align}
G_d'&=C\gamma k^2(3k_c-4k), & k_d&=\tfrac34k_c,\\
G_e'&=K\gamma(k_c-2k), & k_e&=\tfrac12k_c .
\end{align}
For $k>0$ each derivative changes once, from positive to negative, so each point is the global maximum. Since $\lambda=2\pi/k$,
\begin{equation}
\boxed{\lambda_d=\tfrac43\lambda_c,\qquad \lambda_e=2\lambda_c.}
\end{equation}
The peak rates are
\begin{equation}
G_d(k_d)=\frac{27}{256}C\gamma k_c^4,\qquad
G_e(k_e)=\frac14K\gamma k_c^2 . \label{peaks}
\end{equation}
The driving force is the same in both cases. Diffusion carries an extra factor $k^2$, because a shorter ripple has steeper gradients and needs atoms to travel less far. This moves its maximum towards shorter wavelengths.

The ratios were tested numerically on a curved surface with $ak=10^{-3}$, with its traction removed by a twelve-harmonic stress field. In consistent units, the sets $(s,s_y,E,\nu,\gamma)$ were $(1,0.3,1,0.28,1)$ and $(-0.7,0.9,1.3,0.15,0.6)$; the film below was a third. The zero and the maxima of the computed rates gave $4/3$ and $2$ to within about one part in $10^4$.

\section{Both processes, and the width of the maximum}

If the two processes act independently, their rates add:
\begin{equation}
G'=\gamma\left[K(k_c-2k)+Ck^2(3k_c-4k)\right].
\end{equation}
Both terms are positive below $k_c/2$ and negative above $3k_c/4$. The fastest wavelength therefore lies between $4\lambda_c/3$ and $2\lambda_c$. For weak exchange, define $q=K/(Ck_d^2)=R/(Dnk_d^2)$ and put $k=k_d(1+\delta)$. To first order in $q$ and $\delta$, $G'=0$ reads
\begin{equation}
-\tfrac12Kk_c-\tfrac{27}{16}Ck_c^3\delta=0,\qquad
\delta=-\frac{8K}{27Ck_c^2}=-\frac q6,
\end{equation}
where the last step uses $k_d^2=9k_c^2/16$. The wavelength rises by the fraction $q/6$.

A measured spacing also has a spread. Write either rate as $G\propto k^p(k_c-k)$, with $p=3$ for diffusion and $p=1$ for exchange. At the maximum $k_*=pk_c/(p+1)$, one has $k_c-k_*=k_*/p$ and
\begin{equation}
\frac{d^2\ln G}{dk^2}=-\frac{p}{k_*^2}-\frac{1}{(k_c-k_*)^2}
=-\frac{p(p+1)}{k_*^2}.
\end{equation}
After $N=G(k_*)t$ e-foldings from a flat initial spectrum, the amplitude spectrum near its peak is Gaussian, with relative standard deviation $[p(p+1)N]^{-1/2}$ in $k$. For $N=5$ this is 13\% for diffusion and 32\% for exchange. The power spectrum, which is what a height map usually gives, is narrower near the peak by $\sqrt2$, about 9\% and 22\%. For exchange the Gaussian form is exact for $k>0$, because $G_e$ is quadratic in $k$. For diffusion it is an approximation: at $N=5$ the true spectrum has a longer tail below the peak in $k$ than above it, and its standard deviation over all $k>0$ is about 16.5\% of the peak wavenumber.

\section{A silicon--germanium film}

Consider an 8 nm coherent film, one quarter germanium, on silicon (001) at 1100 K. Rough typical values are $E=130$ GPa, $\nu=0.28$, misfit strain 0.01 and $\gamma=9$ eV/nm$^2$. The film is compressed equally along $x$ and $y$:
\begin{align}
s&=-\frac{130\times0.01}{1-0.28}=-1.806\ \text{GPa},\\
M&=\frac{130}{1-0.28^2}=141.1\ \text{GPa}.
\end{align}
Since 1 eV/nm$^3$ is 0.1602 GPa, $\gamma=1.442$ GPa\,nm, and
\begin{equation}
\lambda_c=\frac{\pi(141.1)(1.442)}{(1.806)^2}\simeq196\ \text{nm}=1960\ \text{\AA}.
\end{equation}
The fastest wavelengths are 261 nm (2610 \AA) for diffusion and 392 nm (3920 \AA) for exchange.

For the growth times take $D=10^{-10}$ cm$^2$/s $=10^4$ nm$^2$/s, $n=6.61$ nm$^{-2}$, $\Omega=0.0208$ nm$^3$ and $k_BT=0.0948$ eV. Then $C\simeq302$ nm$^6$/(eV\,s). With $k_c=0.03206$ nm$^{-1}$,
\begin{equation}
G_d(k_d)=\tfrac{27}{256}(302)(9)(0.03206)^4
\simeq3.0\times10^{-4}\ \text{s}^{-1},
\end{equation}
an e-folding time of about 3300 s. At equilibrium the evaporation flux equals the flux arriving from a saturated vapour, $R=P/\sqrt{2\pi mk_BT}$, if every arriving atom sticks. A rough vapour pressure $P=10^{-8}$ Torr and the germanium mass $m=72.6$ u give $R=0.0124$ nm$^{-2}$s$^{-1}$ and an exchange-only time of $7.6\times10^6$ s. At the diffusion peak $q=3.3\times10^{-4}$, so diffusion sets the wavelength in this model. The exchange-only case is a comparison. In vacuum, about 2000 nm would evaporate during one of its e-foldings, far more than the film holds; it would need a nearly saturated vapour.

\section{Where a real film departs from the model}

The inputs are typical in size for such films, but $D$ and the vapour pressure are uncertain, and the growth times with them. The largest computed shift in wavelength comes from cubic elasticity. For a ripple along a symmetry direction, let $s_{ij}$ be the inverse of the plane-strain stiffness in the $xz$ plane, with $s_{55}=1/c_{55}$. Inserting $\phi=e^{krz}\cos kx$ into compatibility gives
\begin{equation}
s_{11}r^4-(2s_{13}+s_{55})r^2+s_{33}=0 .
\end{equation}
Let $r_1,r_2$ be the roots with positive real part. Zero normal traction selects the difference of the two exponentials, and the shear condition then replaces the factor 2 in (\ref{stress}) by $r_1+r_2$. Hence
\begin{equation}
k_c=\frac{s_{11}(r_1+r_2)s^2}{\gamma},
\end{equation}
which returns (\ref{neutral}) when $s_{11}=1/M$ and $r_1=r_2=1$. Take rough silicon constants $C_{11}=166$, $C_{12}=64$ and $C_{44}=80$ GPa. The misfit strain of 0.01 then gives $|s|=0.01\,(C_{11}+C_{12}-2C_{12}^2/C_{11})=1.81$ GPa. For both directions $c_{33}=C_{11}$, $c_{13}=C_{12}$ and $c_{55}=C_{44}$, while $c_{11}$ is $C_{11}$ along $[100]$ and $(C_{11}+C_{12}+2C_{44})/2$ along $[110]$. With these values $\lambda_c$ becomes 227 nm along $[100]$ and 252 nm along $[110]$, or 16\% and 28\% above the isotropic value. The ratios $4/3$ and $2$ survive for each direction, since only $k_c$ has changed.

Other estimates, each made with the remaining inputs fixed, are as follows.
\begin{itemize}
\item Germanium is softer, roughly 100 GPa, so one quarter germanium lowers the film's modulus by about 6\%. If this lowers the film stress while the substrate alone sets the response, $\lambda_c$ rises by 13\%. That is the limit of a film very thin compared with the ripple. If the whole solid were equally softer, the rise would be 6\%; the 8 nm film lies between these limits, at about 9\%.
\item Germanium expands more on heating. Its expansion coefficient exceeds that of silicon by roughly $3\times10^{-6}$ K$^{-1}$. A film with one quarter germanium has about a quarter of this difference, which adds a strain of 0.0006 between 300 and 1100 K and lowers $\lambda_c$ by 11\%.
\item A surface stress comparable with $\gamma$ alters the $\gamma k^2$ term by a fraction of order $|s|/M$, here 1.3\%.
\item A wetting energy $W e^{-H/d}$ at film thickness $H$ adds $(W/d^2)e^{-H/d}a\cos kx$ to $\delta\mu/\Omega$. This term has no factor $k$, so it would change the ratios. For $W=1$ eV/nm$^2$ and $d=0.3$ nm it is about $2\times10^{-8}$ of the driving term at 8 nm, but it grows rapidly in thinner films.
\item Evaporation into vacuum at the flux $R$ removes 0.86 nm, a tenth of the film, per diffusion e-folding. This flux is that of germanium. If the atoms lost were all germanium, they would be about 40\% of the germanium in the film, and the misfit would fall with them. Over the alloy the flux is lower unless germanium covers the surface. For an assumed interdiffusivity of $10^{-5}$ nm$^2$/s, mixing spreads over 0.26 nm in the same time; this distance grows as the square root of the interdiffusivity. The assumed value is of the size expected for dilute germanium in silicon; in a compressed film with one quarter germanium it may be ten to fifty times larger, which would give 0.8 to 1.8 nm.
\item For a cosine of amplitude 4 nm at $k_d$, where $ak\simeq0.1$, the computed first-harmonic diffusion rate is 5\% below the linear value.
\end{itemize}

Dislocations limit the example more severely. The Matthews--Blakeslee criterion balances the misfit force on a dislocation against its line tension. For $60^\circ$ dislocations with Burgers length $b$ and misfit $\varepsilon$, it gives
\begin{equation}
H_c=\frac{b(1-\nu/4)}{4\pi(1+\nu)\varepsilon}\left[\ln\frac{H_c}{b}+1\right].
\end{equation}
With $b=0.389$ nm, $H_c$ is 9.4 nm, or 8.7 nm with the thermal strain included. The flat film lies below these values, but the margin is smaller than the uncertainty of the criterion, whose logarithm depends on the assumed core size. With $\ln(2H_c/b)$ in place of the bracket the two values become 8.5 and 7.8 nm, and with $\ln(H_c/b)$ they become 6.2 and 5.7 nm. The film is therefore close to the threshold and may already be past it. Relaxation would then lower $|s|$ and lengthen $\lambda_c$. The criterion does not say how fast this happens.

The model also treats the alloy as a single species. In a compressed film the larger germanium atoms tend to gather at the relaxed crests, and the two species move at different rates. These effects may change both the growth rates and the ratios, and they are not included here.

Surface-energy anisotropy is not sized here. On a smooth orientation, surface stiffness replaces $\gamma$ in the curvature term and the ratios remain. On a true facet the energy has a cusp, the expansion in small slope fails, and so does this result.

\section{Using the result}

For a spacing $\Lambda$ measured early in growth, set $\Lambda=\rho\lambda_c$, with $\rho=4/3$ for diffusion or $\rho=2$ for exchange. Equation (\ref{neutral}) then gives
\begin{equation}
|s|=\sqrt{\frac{\rho\pi M\gamma}{\Lambda}} .
\end{equation}
Omitting $\rho$ multiplies the inferred stress by $\rho^{-1/2}$, which is 0.87 or 0.71; these are the errors quoted at the start. The formula assumes isotropic elasticity. For the film above, with the cubic constants of silicon, it would give a stress 7\% too small for a ripple along $[100]$ and 12\% too small along $[110]$. For such a crystal the cubic expression for $k_c$ should be used instead. The spacing does not reveal the sign of $s$. If the two in-plane principal stresses differ but share a sign, the fastest ripple in an isotropic solid has its wavevector along the larger one, and that stress is the $s$ in these rules. If their signs are opposite, an oblique ripple can grow faster: for $s_y=-s$ it lies at $45^\circ$, with $k_c$ larger by the factor $1/(1-\nu)$, and the rules given here do not apply as written. A periodic cell must be longer than $\lambda_c$ to show linear growth, and a whole multiple of $\rho\lambda_c$ to contain the fastest ripple. The numerical output lists the values used for the film.

\section*{Numbers as computed}
\begin{verbatim}
Young modulus: 130 GPa
Poisson ratio: 0.28
Misfit strain magnitude: 0.01
Surface energy: 9 eV/nm^2
Germanium fraction: 0.25
Film thickness: 8 nm
Film stress: -1.8056 GPa
Plane-strain modulus M: 141.06 GPa
Neutral wavenumber: 0.032055 1/nm
Neutral wavelength: 196.01 nm = 1960.1 angstrom
Fastest, surface diffusion wavelength: 261.35 nm = 2613.5 angstrom
Fastest, evaporation-condensation wavelength: 392.02 nm = 3920.2 angstrom
Diffusion wavelength / neutral: 1.3333
Exchange wavelength / neutral: 2
Temperature: 1100 K
Thermal energy: 0.094791 eV
Mass-transport diffusivity: 1e-10 cm^2/s
Lattice length: 0.55 nm
Atomic volume: 0.020797 nm^3
Surface site density: 6.6116 1/nm^2
Equilibrium vapour pressure: 1e-08 Torr
Evaporating atom mass: 72.6 u
Evaporation flux: 0.01243 1/(nm^2 s)
Diffusion e-fold time: 3308 s
Exchange-only e-fold time: 7.626e+06 s
Exchange/diffusion rate at diffusion peak: 0.000325
Silicon C11: 166 GPa
Silicon C12: 64 GPa
Silicon C44: 80 GPa
Cubic neutral wavelength along 100: 226.69 nm
Cubic neutral wavelength along 110: 251.83 nm
Cubic wavelength shift along 100: 15.7 %
Cubic wavelength shift along 110: 28.5 %
Germanium Young modulus: 100 GPa
Film-modulus wavelength shift estimate: 12.6 %
Ge-Si thermal expansion difference: 3e-06 1/K
Reference temperature: 300 K
Thermal misfit strain: 0.0006
Thermal wavelength shift: -11 %
Surface-stress correction scale: 1.28 %
Wetting energy: 1 eV/nm^2
Wetting decay length: 0.3 nm
Wetting/driving term ratio: 1.68e-08
Burgers vector length: 0.389 nm
Dislocation critical thickness: 9.41 nm
Critical thickness with thermal strain: 8.72 nm
Interdiffusivity: 1e-05 nm^2/s
Mixing length in diffusion e-fold: 0.257 nm
Vacuum loss in diffusion e-fold: 0.855 nm
Vacuum loss in exchange-only e-fold: 1.97e+03 nm
Finite test amplitude: 4 nm
Finite-amplitude growth-rate shift: -4.75 %
Elastic energy per atom / thermal energy: 0.0247
\end{verbatim}
